# Spin densities and spin-orbit elements from one reduced triplet density

Q: You propose to compute one component of a spin multiplet and infer the spin densities of all the others. The components are different many-electron wavefunctions. Why should their spin densities be related?

A: They are different wavefunctions, but the ladder operators turn each into the next. I assume spin-independent orbitals \(p,q,\dots\), shared by both spins, and states \(|A\,S M\rangle\) that are eigenstates of \(S^2\) and \(S_z\). In atomic units,

\[
S_\pm|A\,SM\rangle=\sqrt{S(S+1)-M(M\pm1)}\;|A\,S\,M\pm1\rangle ,
\]

with the positive root. This fixes the relative phases within a multiplet and leaves one overall phase free. What remains is to learn how the density operators respond to \(S_\pm\).

Q: Which operators do you mean?

A: The one-electron operators that carry spin one. With \(\alpha\) for up and \(\beta\) for down,

\[
T^{1}_{pq}=-a^\dagger_{p\alpha}a_{q\beta},\quad
T^{0}_{pq}=\tfrac{1}{\sqrt2}\left(a^\dagger_{p\alpha}a_{q\alpha}-a^\dagger_{p\beta}a_{q\beta}\right),\quad
T^{-1}_{pq}=a^\dagger_{p\beta}a_{q\alpha}.
\]

The spin-density matrix is \(D_{pq}=\sqrt2\,\langle T^0_{pq}\rangle\). Since \(S_+=\sum_r a^\dagger_{r\alpha}a_{r\beta}\), the anticommutation rules give

\[
[S_+,a^\dagger_{p\beta}]=a^\dagger_{p\alpha},\qquad [S_+,a_{q\alpha}]=-a_{q\beta},
\]

while \(a^\dagger_{p\alpha}\) and \(a_{q\beta}\) commute with \(S_+\). Hence

\[
[S_+,T^0_{pq}]=\tfrac1{\sqrt2}\left(-a^\dagger_{p\alpha}a_{q\beta}-a^\dagger_{p\alpha}a_{q\beta}\right)=\sqrt2\,T^1_{pq},
\]
\[
[S_+,T^{-1}_{pq}]=a^\dagger_{p\alpha}a_{q\alpha}-a^\dagger_{p\beta}a_{q\beta}=\sqrt2\,T^0_{pq},\qquad [S_+,T^1_{pq}]=0 .
\]

Exchanging the spin labels gives, for \(S_-\), \([S_-,T^1]=\sqrt2\,T^0\), \([S_-,T^0]=\sqrt2\,T^{-1}\) and \([S_-,T^{-1}]=0\). Also \([S_z,T^m]=mT^m\). The factors \(\sqrt2\) are those of a spin-one ladder.

Q: That settles the operators. How does it constrain a matrix element between two different multiplets?

A: Consider the vectors \(T^m_{pq}|B\,SM\rangle\). For them

\[
S_\pm T^m|B\,SM\rangle=[S_\pm,T^m]\,|B\,SM\rangle+T^mS_\pm|B\,SM\rangle ,
\]

which is how \(S_\pm\) acts on a product of a spin \(S\) and a spin 1. We can therefore couple them with the real Clebsch–Gordan coefficients:

\[
|\Phi_{KQ}\rangle=\sum_{Mm}\langle SM;1m|KQ\rangle\,T^m_{pq}|B\,SM\rangle .
\]

These vectors obey the ladder relations of total spin \(K\), though some may be zero. Because \(S^2\) and \(S_z\) are Hermitian, \(\langle A\,S'M'|\Phi_{KQ}\rangle\) vanishes unless \(K=S'\) and \(Q=M'\). To compare neighbouring \(M'\), let \(c=\sqrt{S'(S'+1)-M'(M'+1)}\), nonzero for \(M'<S'\). Then

\[
c\,\langle A\,S'\,M'{+}1|\Phi_{S'M'+1}\rangle=\langle A\,S'\,M'{+}1|S_+|\Phi_{S'M'}\rangle=c\,\langle A\,S'M'|\Phi_{S'M'}\rangle ,
\]

where \(S_+\) acts to the right first and, as \(S_-\), on the bra second. The overlap is thus one number for all \(M'\). Call it \(R_{pq}\). Orthogonality of the coefficients inverts the coupling, \(T^m|B\,SM\rangle=\sum_{KQ}\langle SM;1m|KQ\rangle|\Phi_{KQ}\rangle\), so

\[
\langle A\,S'M'|T^m_{pq}|B\,SM\rangle=\langle SM;1m|S'M'\rangle\,R_{pq}. \tag{1}
\]

This is the Wigner–Eckart theorem for our case. The orbital matrix \(R\) is the reduced triplet transition density.

Q: You have hidden the dependence on \(M\) in coefficients that I would have to look up.

A: They can be derived here. For \(S'=S\), use the total spin itself. The operators \(S^{1}=-S_+/\sqrt2\), \(S^0=S_z\), \(S^{-1}=S_-/\sqrt2\) obey the same commutators as \(T^m\), so the argument for (1) makes their elements proportional to the coefficients. For fixed \(M'\) the squared coefficients sum to one, while the squared spin elements sum to

\[
\left\langle\tfrac12S_+S_-+\tfrac12S_-S_++S_z^2\right\rangle=S(S+1).
\]

With the usual sign, positive for \(M=M'=S\), \(m=0\), this gives

\[
\langle SM;1m|SM'\rangle=\frac{\langle SM'|S^m|SM\rangle}{\sqrt{S(S+1)}},\qquad
\langle SM;10|SM\rangle=\frac{M}{\sqrt{S(S+1)}} . \tag{2}
\]

Q: And when the spin changes by one?

A: Start from the top state \(|SS\rangle|11\rangle\) of spin \(S+1\). Multiplying the ladder factors for \(a\) lowerings gives

\[
(S_-)^a|SS\rangle=a!\,\sqrt{\tbinom{2S}{a}}\;|S\,S{-}a\rangle .
\]

Apply \((S_-)^k\) to the product. The binomial theorem distributes \(a\) lowerings to the first factor and \(b=k-a\) to the second with weight \(k!/(a!\,b!)\), and the factorials cancel against those above. The normalized total state has the prefactor \(k!\sqrt{\binom{2S+2}{k}}\). With \(a=S-M\), \(b=1-m\), \(k=a+b\),

\[
\langle SM;1m|S{+}1\,M'\rangle=\sqrt{\binom{2S}{S-M}\binom{2}{1-m}\Big/\binom{2S+2}{S+1-M'}} .
\]

For \(m=0\) and \(m=\pm1\) this becomes

\[
\sqrt{\frac{(S+1)^2-M^2}{(2S+1)(S+1)}},\qquad
\sqrt{\frac{(S\pm M+1)(S\pm M+2)}{(2S+1)(2S+2)}} . \tag{3}
\]

If \(S'=S-1\), I interchange bra and ket and use Hermitian conjugation, so a third family is not needed.

Q: Then what does this say about the spin density of a single multiplet?

A: Put \(A=B\), \(M'=M\), \(m=0\) in (1) and use (2):

\[
D_{pq}(M)=\sqrt2\,\frac{M}{\sqrt{S(S+1)}}\,R_{pq}
\quad\Longrightarrow\quad
D_{pq}(M)=\frac{M}{S}\,D_{pq}(S),\qquad S>0 .
\]

For \(S=0\) a spin-one operator cannot connect the state to itself, and \(D=0\). The whole matrix scales, so the shape in space is common to all components with \(M\ne0\), and the amplitude follows \(M\). Any one of these components gives all the others; the \(M=0\) component has no spin density and cannot. The components must belong to one multiplet. If the level is orbitally degenerate, states found separately at different \(M\) may be different mixtures of the degenerate multiplets, and their densities then need not scale.

Q: I would like to see that in states that were not made from one another by ladders.

A: Take a model site with one \(s\) and three \(p\) orbitals in a low-symmetry field. Its spin-free Hamiltonian is

\[
\begin{aligned}
H_0={}&\sum_{pq}t_{pq}E_{pq}+U\sum_p n_{p\alpha}n_{p\beta}+(U-2J)\sum_{p<q}n_pn_q\\
&+\tfrac J2\sum_{p\ne q}\left(E_{pq}E_{pq}+E_{pq}E_{qp}-n_p\right),
\end{aligned}
\]

with \(E_{pq}=a^\dagger_{p\alpha}a_{q\alpha}+a^\dagger_{p\beta}a_{q\beta}\) and \(n_p=E_{pp}\). I chose \(U=4\) eV, \(J=0.5\) eV, orbital energies \(-1, 0, 0.3, 0.7\) eV for \(s,x,y,z\), and mixings \(t_{pq}\) of \(0.20, 0.10, 0.30, 0.15, 0.10, 0.25\) eV for the pairs \(sx,sy,sz,xy,xz,yz\). No real material is meant.

For three electrons, the lowest quartet was found by a separate diagonalization at each \(M\). Its spin population in the \(x\) orbital is 0.958 at \(M=3/2\) and 0.319 at \(M=1/2\), and \(0.958/3=0.319\). The four populations at \(M=3/2\) add to 3, the number of unpaired electrons. The scaling was tested for the full matrix at all four \(M\), and likewise for the lowest four-electron triplet.

Q: The triplet has no spin density at \(M=0\). Yet I have seen \(M=0\) solutions with spin up on one site and down on another.

A: Those are not pure spin states. Mix a triplet and a singlet equally, \(|X\rangle=(|T\,0\rangle+|S\,0\rangle)/\sqrt2\). Both diagonal contributions to the density vanish, but the cross terms survive. The coefficient in (1) is one for \(S=0\to S'=1\), so for real states

\[
D_{pp}=\sqrt2\,\langle X|T^0_{pp}|X\rangle=\tfrac12\cdot2\cdot\sqrt2\,R_{pp}=\sqrt2\,R_{pp}.
\]

With the lowest singlet and triplet of the four-electron model, this gives \(-0.580\) in \(x\) and \(+0.616\) in \(y\); both signs reverse if the relative sign of the two states is reversed. The four populations add to zero because \(S_z\) cannot connect a triplet to a singlet. The \(M/S\) rule can therefore fail for spin-contaminated states, and what this mixture displays is a transition density.

Q: Now spin-orbit coupling. It has three spatial components and flips spins. How can one matrix \(R\) be enough?

A: For a one-electron operator it is, because each term then moves one electron between two orbitals. Let

\[
H_{\rm SO}=\sum_i\mathbf h(i)\cdot\mathbf s(i),
\]

where \(h_x,h_y,h_z\) are Hermitian orbital operators, either one-electron or averaged over the other electrons in a mean field built from one spin-averaged density. Using \(s_x=(s_++s_-)/2\) and \(s_y=(s_+-s_-)/2i\),

\[
\mathbf h\cdot\mathbf s=h_zs_z+\tfrac12(h_x-ih_y)s_++\tfrac12(h_x+ih_y)s_- .
\]

In second quantization \(s_+\to-T^1\), \(s_-\to T^{-1}\) and \(s_z\to T^0/\sqrt2\). Define \(h_{\pm1}=\mp(h_x\pm ih_y)/\sqrt2\) and \(h_0=h_z\). Then \(h_x-ih_y=\sqrt2\,h_{-1}\) and \(h_x+ih_y=-\sqrt2\,h_{+1}\), so

\[
H_{\rm SO}=\frac1{\sqrt2}\sum_{pq}\left(h_{0,pq}T^0_{pq}-h_{-1,pq}T^1_{pq}-h_{+1,pq}T^{-1}_{pq}\right).
\]

Now contract the orbitals once,

\[
W_k=\sum_{pq}h_{k,pq}R_{pq},\qquad k=x,y,z,
\]

and form \(W_{\pm1},W_0\) from \(W_x,W_y,W_z\) as for \(h\). Equation (1) gives, with \(m=M'-M\),

\[
\langle A\,S'M'|H_{\rm SO}|B\,SM\rangle=\frac{(-1)^m}{\sqrt2}\,\langle SM;1m|S'M'\rangle\,W_{-m}. \tag{4}
\]

All \((2S'+1)(2S+1)\) elements follow from three numbers, and these from one \(R\). The block vanishes if \(|S'-S|>1\), if \(S=S'=0\), and element by element if \(|m|>1\).

Q: Try \(M=M'=0\) with \(S'=S\). By (2) the coefficient is zero. Your formula says that there is no coupling.

A: It says that this one element is zero, which is true. Put (2) into (4) and sum over \(m\). Since \(\sum_m(-1)^mW_{-m}S^m=\mathbf W\cdot\mathbf S\), the block for equal spins is

\[
\langle A\,SM'|H_{\rm SO}|B\,SM\rangle=\frac{\langle SM'|\mathbf W\cdot\mathbf S|SM\rangle}{\sqrt{2S(S+1)}} . \tag{5}
\]

The block has the form of a spin in a field \(\mathbf W\), but this field need not be real: for real states and imaginary \(h_k\) it is imaginary. The \(M=0\) state has no \(S_z\) element with itself, but \(W_x\) and \(W_y\) connect it to \(M=\pm1\).

Q: There is still a practical difficulty. If my calculation supplies only \(M=0\) states, I must divide zero by zero to get \(R\).

A: With \(T^0\), yes: the ordinary spin transition density contains no information in that case. Use the spin-flip operator instead. First raise the bra state, \(|A\,S1\rangle=S_+|A\,S0\rangle/\sqrt{S(S+1)}\). From (2), \(\langle S0;11|S1\rangle=-1/\sqrt2\). The minus sign cancels that of \(T^1\), and

\[
R_{pq}=\sqrt2\,\langle A\,S1|a^\dagger_{p\alpha}a_{q\beta}|B\,S0\rangle
=\sqrt{\frac{2}{S(S+1)}}\,\langle A\,S0|S_-a^\dagger_{p\alpha}a_{q\beta}|B\,S0\rangle .
\]

The last form uses \(M=0\) states alone. Since \(S_-=\sum_r a^\dagger_{r\beta}a_{r\alpha}\) is itself a one-electron operator, the price is a two-electron transition density contracted over \(r\), plus the one-electron term \(a^\dagger_{p\beta}a_{q\beta}\) that normal ordering leaves behind. The alternative is to compute both states at \(M=S\), where \(T^0\) serves.

Q: Does the same difficulty arise between a singlet and a triplet, or a triplet and a quintet?

A: No. For \(S'=S+1\) and \(M=0\), (3) gives \(\sqrt{(S+1)/(2S+1)}\), which is 1 for singlet to triplet and \(\sqrt{2/3}\) for triplet to quintet. One divides the \(T^0\) density by it. With an odd number of electrons there is no \(M=0\) component, and at \(M=1/2\) the needed coefficients are nonzero.

Q: Show me the equal-spin case in numbers, starting from \(R\).

A: I use four electrons and \(h_k=\zeta l_k\) in the \(p\) shell, with \(\zeta=0.1\) eV and \((l_k)_{ij}=-i\epsilon_{kij}\). The two lowest triplets, T1 and T2, lie at 15.44 and 16.11 eV on the model's energy scale. Between their \(M=0\) states the largest entry of the \(T^0\) density is \(4\times10^{-16}\), which is rounding error. The spin-flip route gives a finite \(R\), with \(R_{yz}=0.1886\), \(R_{zy}=-0.6711\), \(R_{zx}=-0.2842\) and \(R_{xz}=0.0903\). Since \(h_k\) is antisymmetric, only differences enter:

\[
W_x=-i\zeta(R_{yz}-R_{zy})=-0.08597\,i\ \text{eV},
\]
\[
W_y=-i\zeta(R_{zx}-R_{xz})=+0.03745\,i\ \text{eV}.
\]

In the same way \(W_z=0.0017\,i\) eV. For \(S=1\) the denominator in (5) is 2, and \((S_x)_{10}=1/\sqrt2\), \((S_y)_{10}=-i/\sqrt2\). Therefore

\[
\langle {\rm T2},1|H_{\rm SO}|{\rm T1},0\rangle=\frac{W_x-iW_y}{2\sqrt2}=0.0132-0.0304\,i\ \text{eV},
\]

while \(\langle {\rm T2},1|H_{\rm SO}|{\rm T1},1\rangle=W_z/2=0.0008\,i\) eV. The direct elements between the determinant expansions agree. Here the direct element between the two \(M=0\) components alone would suggest no coupling, and that between the two \(M=1\) components a very small one, although other elements of the block reach tens of meV.

Q: Individual elements depend on the axis and on phases. What should I quote as the strength?

A: The root of the sum of squares over the block. From (4),

\[
\sum_{MM'}|\langle H_{\rm SO}\rangle|^2=\frac12\sum_m|W_{-m}|^2\sum_M\langle SM;1m|S'\,M{+}m\rangle^2 .
\]

The inner sum is a diagonal element of the projector on total spin \(S'\), traced over the spin-\(S\) factor. That projector commutes with the total spin, and the commutator with the spin-\(S\) part drops out under the trace. What is left commutes with all three spin-one matrices and is a multiple of the identity. Its trace is \(2S'+1\), so each element is \((2S'+1)/3\). With \(|W_1|^2+|W_{-1}|^2=|W_x|^2+|W_y|^2\),

\[
\sum_{MM'}|\langle H_{\rm SO}\rangle|^2=\frac{2S'+1}{6}\left(|W_x|^2+|W_y|^2+|W_z|^2\right).
\]

For T2 and T1 this is \(\tfrac12(0.08597^2+0.03745^2+0.0017^2)\) eV², whose root is 0.0663 eV, or 535 cm\(^{-1}\).

Q: One pair of triplets could be a lucky choice. What about changes of spin?

A: For the quintet Q and T1, \(W_z=0.00564\,i\) eV. The \(M=0\) element is

\[
\tfrac1{\sqrt2}\sqrt{\tfrac23}\,W_z=\tfrac{1}{\sqrt3}W_z=0.00326\,i\ \text{eV},
\]

and for \(M=M'=1\), where (3) gives \(\sqrt{1/2}\), it is \(W_z/2=0.00282\,i\) eV. Both equal the direct values. Beyond these examples, (4) was tested for every pair of multiplets with three and with four electrons, including half-integer spins. The largest deviation from the direct elements was below \(10^{-15}\) eV. The spectrum of \(H_0+H_{\rm SO}\) rebuilt from the reduced densities also agreed with direct diagonalization.

Q: What happens if both multiplets are the same? Does spin-orbit coupling split the triplet at once?

A: Not if its wavefunction and orbitals can be chosen real. For \(A=B\), \((T^0_{pq})^\dagger=T^0_{qp}\) makes \(R\) Hermitian, hence symmetric when it is real. A spin-orbit \(h_k\), like \(\zeta l_k\), is imaginary and antisymmetric in real orbitals. The products cancel in pairs,

\[
W_k=\sum_{pq}h_{k,pq}R_{pq}=-\sum_{pq}h_{k,qp}R_{qp}=-W_k=0 .
\]

The direct T1 block was tested and vanishes. An isolated real multiplet with \(S\ge1\) can then split from second order in \(H_{\rm SO}\) on, through couplings such as those above. A doublet cannot split at any order: with an odd number of electrons and no magnetic field, time reversal keeps every level at least twofold degenerate. With orbital degeneracy, two real multiplets at the same energy may have a nonzero block between them, and a first-order splitting is possible.

Q: The microscopic spin-orbit operator also has two-electron terms. Is one \(R\) still enough?

A: Not if they are kept explicitly. Such a term has a spin on one electron and a spatial factor that involves two. In second quantization it contains \(T^m_{pq}E_{rs}-\delta_{qr}T^m_{ps}\). Because \(E_{rs}\) commutes with \(S_\pm\), the whole expression obeys the commutators of \(T^m\), and the \(M\) dependence in (1) stays. I tested this for one product of this kind between T1 and T2. But the reduced quantity now carries four orbital labels, and it must be computed as a two-electron density. A mean-field average over one spin-averaged density, shared by all states, replaces these terms by an effective \(\mathbf h\), so that the orbital matrix \(R\) suffices, at the cost of whatever the average leaves out. An average over a spin-polarized density in general adds a spin-free part and changes with \(M\), so (4) does not apply to it.

## Numbers as computed

```
U = 4.0 eV, J = 0.5 eV, zeta = 0.1 eV
orbital energies s,x,y,z (eV): -1.00 0.00 0.30 0.70
mixings sx,sy,sz,xy,xz,yz (eV): 0.20 0.10 0.30 0.15 0.10 0.25
3 electrons: 56 states; multiplets per S: {0.5: 20, 1.5: 4}
4 electrons: 70 states; multiplets per S: {0.0: 20, 1.0: 15, 2.0: 1}
Spin populations s,x,y,z (electrons), lowest quartet, 3 electrons
  M = +1.5: 0.96796 0.95813 0.81407 0.25984
  M = +0.5: 0.32265 0.31938 0.27136 0.08661
  M = -0.5: -0.32265 -0.31938 -0.27136 -0.08661
  M = -1.5: -0.96796 -0.95813 -0.81407 -0.25984
Spin populations s,x,y,z (electrons), lowest triplet, 4 electrons
  M = +1.0: 0.01794 0.93171 0.81342 0.23693
  M = +0.0: 0.00000 0.00000 0.00000 0.00000
  M = -1.0: -0.01794 -0.93171 -0.81342 -0.23693
Four-electron levels without spin-orbit coupling (eV)
  Q: 15.00000
  T1: 15.44422
  T2: 16.11109
  S1: 16.35886
T2-T1, M=0 to M=0: largest |T^0 density| = 3.7e-16
Reduced density R(T2,T1), rows s,x,y,z (dimensionless)
   -0.00047 -0.05961 -0.14062 0.08468
   -0.00190 -0.06969 -0.16403 0.09028
   -0.00434 -0.14726 -0.34649 0.18859
   -0.00026 -0.28422 -0.67108 0.41665
Im W_x,W_y,W_z for T2-T1 (eV): -0.085968 0.037450 0.001677
Im W_x,W_y,W_z for Q-T1 (eV): -0.003769 -0.009472 0.005644
Im W_x,W_y,W_z for T1-S1 (eV): -0.010171 -0.018907 -0.038524
Elements (eV): from R | direct
  T2-T1 M'=+1 M=+1: 0.000000 +0.000838i | 0.000000 +0.000838i
  T2-T1 M'=+0 M=+0: 0.000000 +0.000000i | 0.000000 +0.000000i
  T2-T1 M'=+1 M=+0: 0.013241 -0.030394i | 0.013241 -0.030394i
  T2-T1 M'=+0 M=+1: -0.013241 -0.030394i | -0.013241 -0.030394i
  T2-T1 M'=-1 M=+0: -0.013241 -0.030394i | -0.013241 -0.030394i
  Q-T1 M'=+2 M=+1: 0.004736 +0.001884i | 0.004736 +0.001884i
  Q-T1 M'=+1 M=+1: 0.000000 +0.002822i | 0.000000 +0.002822i
  Q-T1 M'=+0 M=+0: 0.000000 +0.003259i | 0.000000 +0.003259i
  T1-S1 M'=+1 M=+0: 0.009453 +0.005085i | 0.009453 +0.005085i
  T1-S1 M'=+0 M=+0: 0.000000 -0.027240i | 0.000000 -0.027240i
Root-sum-square coupling T2-T1: 0.066316 eV = 534.88 cm^-1
Root-sum-square coupling Q-T1: 0.010637 eV = 85.80 cm^-1
Root-sum-square coupling T1-S1: 0.031185 eV = 251.52 cm^-1
Spin populations of equal S1/T1 mixture, M=0 (electrons): -0.00066 -0.58025 0.61640 -0.03549
3 electrons: max error, elements 5.6e-17 eV, spectrum 2.7e-14 eV
4 electrons: max error, elements 7.2e-17 eV, spectrum 5.0e-14 eV
```
